# Why a beam tilted off a crystal axis emerges as a ring

Anyone computing the angular distribution of ions behind a thin crystal must first decide how to draw the atomic collisions. They can be drawn independently, as in an amorphous solid, or the alignment of the atoms into rows can be kept. For a beam tilted slightly from a crystal axis, the choice changes the shape of the answer. Independent collisions give a blurred spot around the incident direction. Aligned rows, in a crystal thick enough to spread the azimuth, give a ring around the axis, with a radius close to the tilt.

A short explanation is that row collisions randomize the azimuth and leave the polar angle nearly unchanged. This needs one correction: the conserved quantity is the transverse energy, and the polar angle inherits the conservation only approximately. The notes below follow the contributions to the pattern for 2 MeV protons crossing 500 nm of body-centred cubic Fe, tilted by 0.45° from [001].

## 1. The row as a potential

Let \(E\) be the ion energy, \(M\) its mass, \(v\) its speed and \(p=Mv\). The vector \(\boldsymbol\theta\) is the small transverse part of the direction, so its length \(\theta\) is the polar angle from the axis. The incident value is \(\psi\). Motion is nonrelativistic and the ion is bare. With \(K=Z_1Z_2e^2/4\pi\varepsilon_0\), the Molière model of the ion–atom potential is

\[
V(R)=\frac{K}{R}\sum_i\alpha_i e^{-\beta_iR/a_s},
\]

with \(\alpha=(0.35,0.55,0.10)\), \(\beta=(0.3,1.2,6)\) and screening length \(a_s=0.0158\) nm here.

Average this over a row of spacing \(d\), at distance \(r\) from it. Put \(z=r\sinh t\), so that \(R=r\cosh t\) and \(dz/R=dt\):

\[
U(r)=\frac1d\int_{-\infty}^{\infty}V\,dz
=\frac Kd\sum_i\alpha_i\int_{-\infty}^{\infty}e^{-(\beta_i r/a_s)\cosh t}\,dt
=\frac{2K}{d}\sum_i\alpha_iK_0\!\left(\frac{\beta_ir}{a_s}\right).
\]

The last step is the integral definition of the Bessel function \(K_0\).

The prefactor sets the angular scale. Defining the critical angle by \(E\psi_1^2=2K/d\) gives \(\psi_1=0.654^\circ\) for this case, so \(2K/d\) is about 261 eV. The tilt corresponds to

\[
E\psi^2=2\times10^6\ \text{eV}\times(7.854\times10^{-3})^2=123.4\ \text{eV}.
\]

An ion aimed straight at a row turns back where \(U(r)=E\psi^2\), at \(r_{\min}=0.022\) nm.

## 2. Why the kicks of a row do not accumulate

For a fast ion, one atom delivers the transverse impulse \(-(1/v)\nabla\!\int V\,dz=-(d/v)\nabla U\). Dividing by \(p\) and using \(pv=2E\), the change of direction at atom \(n\) is

\[
\boldsymbol\delta_n=\boldsymbol\theta_{n+1}-\boldsymbol\theta_n=-\frac{d}{2E}\nabla U(\mathbf r_n).
\]

The change in transverse kinetic energy \(E\theta^2\) follows from the difference of two squares:

\[
E(\theta_{n+1}^2-\theta_n^2)=E(\boldsymbol\theta_{n+1}+\boldsymbol\theta_n)\cdot\boldsymbol\delta_n
=-\tfrac12\,d\,(\boldsymbol\theta_{n+1}+\boldsymbol\theta_n)\cdot\nabla U(\mathbf r_n).
\]

Between atoms the ion moves sideways by \(d\boldsymbol\theta\), so \(d\boldsymbol\theta_{n+1}=\mathbf r_{n+1}-\mathbf r_n\) and \(d\boldsymbol\theta_n=\mathbf r_n-\mathbf r_{n-1}\). Therefore

\[
E(\theta_{n+1}^2-\theta_n^2)=-\tfrac12(\mathbf r_{n+1}-\mathbf r_{n-1})\cdot\nabla U(\mathbf r_n).
\]

Summed over the atoms, the right side is a trapezoidal approximation to \(-\int\nabla U\cdot d\mathbf r\), which is minus the change of \(U\). When the sideways step \(d\psi\) is small compared with \(r\), this gives

\[
E_\perp=E\theta^2+U(\mathbf r)=\text{constant}.
\]

The energy lost on approach is returned on departure, because every atom of the row presents the same function \(U\) at a slightly shifted argument. Here \(d\psi=0.00225\) nm, a tenth of \(r_{\min}\).

For many rows, \(U\) is the sum of their potentials. In trajectories through a static Fe lattice, computed with separate atomic kicks, 95% of the ions kept \(E_\perp\) to within about 2 eV, or less than 2% of \(E\psi^2\).

Now remove the alignment. If each atom sits at an independent random transverse position, the kicks have zero mean and no correlation. Writing \(\boldsymbol\psi\) for the incident direction vector, after \(N\) of them

\[
\langle\boldsymbol\theta\rangle=\boldsymbol\psi,\qquad
\langle\theta^2\rangle=\psi^2+N\langle\delta^2\rangle .
\]

The average direction, azimuth included, is remembered, while the squared polar angle grows with depth. A row does the opposite: it preserves the length of \(\boldsymbol\theta\) and turns the vector.

## 3. One row turns the azimuth

Far from other rows, \(U\) is central. Let the transverse speed far away be \(v_\perp\) and the impact parameter \(b\), with \(E_\perp=\tfrac12Mv_\perp^2\). Let \(\varphi\) be the ion's angular position about the row. Conservation of angular momentum gives \(r^2\dot\varphi=bv_\perp\), and conservation of energy gives

\[
\dot r^2=v_\perp^2\left(1-\frac{U}{E_\perp}-\frac{b^2}{r^2}\right).
\]

Dividing \(\dot\varphi\) by \(\dot r\) and integrating inwards and outwards gives the swept angle. Its shortfall from \(\pi\) is the turn of the azimuth:

\[
\chi(b)=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-U/E_\perp-b^2/r^2}},
\]

where the root vanishes at \(r_0\). Two limits check the sign. For \(U=0\) the swept angle is \(\pi\) and \(\chi=0\). For \(b\to0\) with a repulsive row, the ion returns and \(\chi=\pi\).

As a test, Newton's equations were solved in three dimensions for an ion passing a row of separate atoms, at the energy and tilt of the example:

| \(b\) (nm) | \(\chi\), atoms | \(\chi\), continuum |
|---|---|---|
| 0.005 | 133.4° | 133.4° |
| 0.010 | 99.2° | 99.2° |
| 0.020 | 61.6° | 61.6° |
| 0.040 | 32.3° | 32.3° |

In all four cases the final polar angle equalled the initial one to within one part in ten thousand. A change of only 0.035 nm in impact parameter fans the azimuth over about 101°. A beam covers all impact parameters, so one encounter already begins to spread its azimuth. Most ions pass farther from the row and turn less, so closing the ring takes many encounters.

## 4. How much crystal is needed

Suppose that encounters with rows are independent. With \(n_s\) rows per area, a transverse path \(ds=\psi\,dz\) contains \(n_s\,ds\,db\) encounters in the interval \(db\). Each multiplies the average component along the old direction by \(\cos\chi\). The sideways components cancel between \(+b\) and \(-b\). The mean unit vector \(\langle\hat{\mathbf n}\rangle\) of the transverse motion then obeys

\[
\frac{d\langle\hat{\mathbf n}\rangle}{dz}=-\frac{\langle\hat{\mathbf n}\rangle}{\lambda},\qquad
\frac1\lambda=n_s\psi\int_{-\infty}^{\infty}(1-\cos\chi)\,db .
\]

The integral is 0.0678 nm for the example, and \(n_s=2/a^2=24.28\ \text{nm}^{-2}\) for lattice parameter \(a\), so

\[
\lambda=\frac{1}{24.28\times0.007854\times0.0678}\ \text{nm}=77\ \text{nm}.
\]

A lattice is not a set of independent encounters, and this is a size estimate. Define the azimuth order as \(|\langle e^{i\phi}\rangle|\), where \(\phi\) is the azimuth of \(\boldsymbol\theta\). It is 1 for the incident beam and 0 for a uniform ring. With 2000 ions, the orders quoted below scatter by about 0.02 to 0.03 from one sample to another. In the static lattice, with the beam azimuth 23° from [100], it developed as follows:

| Depth (nm) | Azimuth order | Median \(\theta\) |
|---|---|---|
| 10 | 0.93 | 0.452° |
| 50 | 0.54 | 0.448° |
| 100 | 0.46 | 0.444° |
| 200 | 0.28 | 0.447° |
| 500 | 0.09 | 0.447° |

The order first drops below \(1/e\) at 137 nm, about 1.8 times the estimate, and its later decay is much slower than \(e^{-z/\lambda}\). At all five depths, the median polar angle is within 1.5% of the tilt. The table thus separates the two parts of the mechanism. A thin crystal already preserves the polar angle but shows an arc or a spot, and the ring closes as the azimuth is lost.

The cause of the slow tail is not determined here. A fourfold order \(|\langle e^{4i\phi}\rangle|=0.14\) also remains at the exit, which the fourfold symmetry of the row lattice allows. The beam azimuth used here, 23°, lies almost midway between the major planes at 0° and 45°. A beam tilted closer to one of these planes can keep its azimuth much longer, so that the ring is still uneven at 500 nm. A beam tilted along a plane can be guided between neighbouring planes of rows and leave arcs. The estimate should not be used in either case.

## 5. The surfaces give the ring a width

At the entrance the ion acquires the potential energy \(U(\mathbf r_{\rm in})\) before its transverse position or direction has changed appreciably. The energy is taken from the longitudinal motion. Inside, \(E_\perp=E\psi^2+U(\mathbf r_{\rm in})\). At the exit the local potential is removed in the same way, leaving

\[
\theta_{\rm out}^2=\psi^2+\frac{U(\mathbf r_{\rm in})-U(\mathbf r_{\rm out})}{E}.
\]

Write \(\Delta U\) for the difference in the numerator. Since \(\theta_{\rm out}^2-\psi^2=(\theta_{\rm out}-\psi)(\theta_{\rm out}+\psi)\), for a small change

\[
\theta_{\rm out}-\psi\approx\frac{\Delta U}{2E\psi}.
\]

The size of \(\Delta U\) can be judged from the mean potential. Averaging over the area per row uses \(\int_0^\infty xK_0(x)\,dx=1\), which follows from \((xK_1)'=-xK_0\) and \(xK_1\to1\) at the origin:

\[
\overline U=n_s\int_0^\infty U\,2\pi r\,dr=\frac{4\pi n_sKa_s^2}{d}\sum_i\frac{\alpha_i}{\beta_i^2}=42.5\ \text{eV}.
\]

The minimum between the rows is 18.4 eV. An ion entering at the mean potential and leaving at the minimum gains 24.1 eV, hence

\[
\theta_{\rm out}-\psi\approx0.45^\circ\times\frac{24.1}{2\times123.4}=0.044^\circ .
\]

To predict the whole distribution we need the probability of each exit position. If the motion has mixed fully at fixed \(E_\perp\), the density at \(\mathbf r\) is proportional to the available momentum space. With \(T=p_\perp^2/2M\) and \(p_\perp dp_\perp=M\,dT\),

\[
\int d^2p_\perp\,\delta\!\left(E_\perp-\frac{p_\perp^2}{2M}-U\right)
=2\pi M\int_0^\infty dT\,\delta(E_\perp-U-T)=2\pi M
\]

wherever \(U<E_\perp\), and zero elsewhere. In two dimensions the result does not depend on \(\mathbf r\). The exit point is therefore uniform over the allowed area, and the momentum has no preferred azimuth.

This fixes the ring without any fitted quantity. The predicted quartiles of the polar angle are 0.431°, 0.451° and 0.472°. The static lattice gave 0.420°, 0.447° and 0.469°. The median agrees to 1%, but the distance between the outer quartiles is 0.049° instead of 0.041°, about a fifth larger in this run of 2000 ions. Samples of this size scatter between about 0.045° and 0.053°, so the excess is real but known only to lie roughly between 10% and 25%. The remaining fourfold order shows that mixing is incomplete, but its effect on the width was not isolated. Uniform occupation is a good first description here, with an error that is visible in the width.

## 6. The control: same atoms, no rows

To test the cause, the kick law, the number of atoms, the tilt and the thickness were held fixed, while each atomic plane was given an independent random transverse offset for every ion. The quartiles became 0.53°, 0.83° and 1.23°. Their spread of 0.69° is 14 times that of the static crystal.

The azimuth order at the exit was 0.41, against 0.09 for the crystal. At this beam azimuth the disordered film thus remembers the azimuth better and the polar angle far worse, in line with the averages in section 2. The azimuth comparison depends on the beam direction: for azimuths of 33° to 45° the static crystal itself keeps an order of about 0.45 to 0.55 at 500 nm.

The centre of the pattern tells the same story. Compare the number of ions per solid angle inside \(\psi/3\) with that between \(0.8\psi\) and \(1.2\psi\). The ratio is 0.04 for the static crystal and 1.2 for the disordered film. The first value rests on about ten ions in the centre and is best read as 0.04 to 0.06. The dark centre comes from the alignment of the atoms, since the individual collisions obey the same law in both cases.

## 7. What vibrations and electrons do to the ring

A displaced atom evaluates the row force at a shifted argument. For a displacement \(\boldsymbol\xi\), the kick changes by

\[
\boldsymbol\eta=-\frac{d}{2E}\left[\nabla U(\mathbf r-\boldsymbol\xi)-\nabla U(\mathbf r)\right].
\]

The average of \(\boldsymbol\eta\) merely modifies the row potential. Its fluctuating part does not cancel along the row, and it raises the mean transverse energy by \(E\langle\eta^2\rangle\) per atom, with \(\boldsymbol\eta\) now measured from its average. The relevant comparison is \(\xi/r\). A rough thermal displacement of 0.007 nm per axis is a third of \(r_{\min}\), so the effect cannot be dismissed for ions that come close to a row.

Electrons act similarly. An electron initially free and at rest that receives momentum \(q\) takes the energy \(q^2/2m_e\). The ion's transverse energy changes by \(q_\perp^2/2M-v\,\boldsymbol\theta\cdot\mathbf q_\perp\). To leading order the mean of \(\mathbf q\) points along the ion's velocity and has length \(\Delta E/v\), so the linear term averages to \(-\theta^2\Delta E\). This is a small loss, about 2 eV over this film at the incident tilt, and dropping it leaves an upper bound. Because \(q_\perp^2\le q^2\), the mean gain satisfies

\[
\Delta E_\perp\le\frac{m_e}{M}\,\Delta E ,
\]

where \(\Delta E\) is the energy lost to the electrons. The Bethe formula at the mean electron density \(n_e\), with a rough mean excitation energy \(I=286\) eV, is

\[
S=\frac{4\pi n_e}{m_ev^2}\left(\frac{e^2}{4\pi\varepsilon_0}\right)^2\ln\frac{2m_ev^2}{I}=71.7\ \text{eV/nm}.
\]

Over 500 nm the loss is 35.8 keV, or 1.8% of \(E\), and the bound on \(\Delta E_\perp\) is 19.5 eV. If this is shared equally between two axes, then \(2E\sigma^2=19.5\) eV and the angular spread per axis is

\[
\sigma=\sqrt{\frac{19.5}{4\times10^6}}=2.2\ \text{mrad}=0.13^\circ .
\]

If the bound were reached, this spread alone would exceed the surface width of section 5.

With independent thermal displacements and electronic kicks at this bound both switched on, the quartiles were 0.39°, 0.50° and 0.67°. The central density rose to 0.23 of the ring density. The pattern is still a ring, but a broad one: the spread between quartiles is 0.28°, or 62% of the tilt. For this film, "polar angle nearly unchanged" describes the static rows and not the full distribution.

The median value of \(E\theta^2\) rose from 123 eV to \(123.4\times(0.503/0.45)^2=154\) eV. This rise of 31 eV is a change of the median, so it cannot be compared directly with the bound of 19.5 eV on the mean electronic gain. The two effects were not run separately, so their shares are not determined. The fourfold order fell to 0.05 or less (0.02 in this run), while the ordinary azimuth order stayed near 0.1 within the sampling scatter.

## 8. Where a clear ring can be expected

**Thickness.** The ring needs depth to close and is blurred by depth. At constant stopping, the electronic bound at 200 nm is \(19.5\times200/500=7.8\) eV, giving \(\sigma=0.08^\circ\). The static azimuth order there is still 0.28. A thinner film sharpens the pattern and leaves it uneven.

**Energy.** Keep \(\psi/\psi_1\) fixed. Then \(E\psi^2\) and the turns \(\chi(b)\) do not change, while \(\psi\propto E^{-1/2}\) and \(\lambda\propto E^{1/2}\). Stopping varies as \((\ln E)/E\) within the Bethe formula, up to constants in the logarithm. The electronic gain over one \(\lambda\) therefore falls roughly as \(E^{-1/2}\), apart from the logarithm. The thermal gain per atom, \(E\langle\eta^2\rangle\), varies as \(1/E\), and over one \(\lambda\) it also falls as \(E^{-1/2}\). In this nonrelativistic model, and for a thickness kept at a fixed number of \(\lambda\), a higher energy therefore reduces the thermal and electronic blur relative to the radius. The relative surface width stays the same.

**Small tilt.** The relative surface width \(\Delta U/(2E\psi^2)\) grows as the tilt shrinks. In the Molière model the saddle between neighbouring channels lies at 26.3 eV, which is 7.9 eV above the minimum. Below \(\psi=0.45^\circ\sqrt{7.9/123.4}=0.11^\circ\), ions that enter a static lattice at the minimum cannot leave their channel, and the picture of successive row collisions fails for them. In a real film, vibrations and electronic kicks can lift some of them over this low barrier.

**Large tilt.** At \(\psi=\psi_1\), the condition \(U(r)=E\psi^2\) puts the head-on closest approach at about 0.0095 nm, comparable with the thermal displacement of 0.007 nm per axis. In a vibrating crystal, ions that come this close no longer meet a smooth row, and their transverse energy is poorly conserved.

The Fe values are rough typical ones. The potential between the rows comes from the far tail of the Molière function and is the least reliable input. Row potentials built from Hartree–Fock atomic densities of Fe put the mean 16 to 19 eV above the minimum instead of 24.1 eV, and the saddle 2 to 5 eV above it instead of 7.9 eV, which lowers the trapping tilt to between 0.06° and 0.09°. With one such potential the ring persisted, while the static quartile spread fell to 0.03° and the \(1/e\) depth to about 90 nm. For ions that stop inside the crystal, as in implantation, the argument concerns the directions of ions early in their path, and it predicts neither an exit ring nor a depth profile. A real film has neither static rows nor ions free of electronic kicks: adding thermal displacements together with electronic kicks at their bound moves the quartile spread from 0.05° to 0.28°. Surface oxide, defects, mosaic spread and beam divergence would broaden the pattern further and are not included.

Three other neglected effects are small for this case. Relativity changes \(pv/2\) by 0.1%. A magnetization of roughly 2.2 T, if uniform and transverse, turns the beam by 5 µrad, under 0.1% of the tilt. The transverse wavelength \(h/(p\psi)\) is 0.0026 nm, about an eighth of \(r_{\min}\), which supports classical trajectories for the broad pattern. The values used here are collected in the numerical output below.

## Calculated quantities

```
Proton energy: 2.00 MeV; film: 500 nm
Tilt: 0.450 deg; azimuth from [100]: 23.0 deg
Fe lattice parameter = row spacing (rough): 0.287 nm
Screening length: 0.01581 nm
Rows per area: 24.28 nm^-2
Critical angle psi1: 0.654 deg
Incident transverse energy E*tilt^2: 123.4 eV
Row potential, cell mean: 42.5 eV
Row potential, minimum and saddle: 18.4, 26.3 eV
Head-on closest approach to a row: 0.0220 nm
Thermal displacement per axis (rough): 0.0070 nm
Sideways travel per row spacing: 0.00225 nm
One row: impact nm, turn atoms deg, turn continuum deg, polar ratio
  0.005, 133.43, 133.43, 1.00007
  0.010, 99.24, 99.23, 1.00007
  0.020, 61.60, 61.59, 1.00007
  0.040, 32.31, 32.31, 1.00007
Transport width of a row: 0.0678 nm
Azimuth relaxation length, estimate: 77.3 nm
Depth where lattice order first falls below 1/e: 136.5 nm
Static crystal: depth nm, azimuth order (1=beam), median polar deg
  10.0, 0.925, 0.4517
  49.9, 0.538, 0.4480
  100.0, 0.459, 0.4437
  200.0, 0.277, 0.4467
  500.0, 0.093, 0.4473
95th percentile transverse-energy error: 1.88 eV
Polar-angle quartiles (25, 50, 75 percent), deg:
  predicted ring: 0.431, 0.451, 0.472
  static crystal: 0.420, 0.447, 0.469
  thermal+electronic: 0.390, 0.503, 0.668
  scrambled atoms: 0.534, 0.829, 1.227
Exit azimuth order 1, order 4, centre/ring density (no unit):
  static crystal: 0.093, 0.139, 0.043
  thermal+electronic: 0.089, 0.019, 0.229
  scrambled atoms: 0.411, 0.005, 1.215
Mean excitation energy (rough): 286 eV
Bethe stopping at mean electron density: 71.7 eV/nm
Energy loss: 35.8 keV = 1.79 percent
Electronic transverse-energy gain, bound: 19.5 eV
Relativistic change of p*v/2: 0.106 percent
Magnetic turn at 2.2 T (rough): 5.38 microrad
Transverse wavelength: 0.00258 nm
```
